# Carnot Work from a Single-Temperature Black Emitter Facing Cold Space

## 1. The decision at stake

A calculation of electrical or mechanical power drawn from the night sky has to fix two things early: the temperature at which the emitter runs, and the ceiling against which the computed power is judged. An emitter held at the temperature of its surroundings radiates strongly but leaves the engine no temperature difference. A very cold emitter gives the engine a large difference but disposes of almost no heat. If the sky is idealized as empty, cold space, the best compromise is an emitter at three quarters of the surroundings temperature \(T_0\), and the power per unit emitter area is then

\[
W_{\max}=\frac{27}{256}\,\sigma T_0^4 ,
\]

with \(\sigma\) the Stefan–Boltzmann constant. For \(T_0=300\) K this is 48.4 W/m².

This ceiling belongs to a definite arrangement. A flat emitter has one uniform temperature \(T\) and is the sole heat sink of the engine. It sees empty space over the whole hemisphere, and its back exchanges no radiation. It is a passive thermal emitter: it delivers no work itself, and at each frequency it radiates at most what a black body at \(T\) would. Sunlight, atmospheric radiation and parasitic heat are left out. If separate colours leave from emitters at different temperatures, the ceiling can be exceeded, as Section 8 shows. It also does not cover a thermoradiative diode, where the emitter itself delivers electrical work while emitting with a negative photon chemical potential \(\mu\). An ideal diode at \(T_0\) with vanishing gap gives \(|\mu|\) times its photon flux, which peaks at 54.8 W/m² for \(\mu\approx-0.94\,k_BT_0\) at 300 K; with a gap of 0.1 eV the same ideal diode gives only 13.5 W/m².

## 2. Units and the emitted flux

The algebra uses atomic units, so \(\hbar=1\) and the speed of light is \(c=1/\alpha\), with \(\alpha\) the fine-structure constant. Temperatures appear as energies, \(\theta=k_BT\) and \(\theta_0=k_BT_0\), and entropy is counted in units of \(k_B\). Energy fluxes are quoted in eV s⁻¹ Å⁻².

The photon modes per unit volume, with two polarizations, number \(2\,d^3k/(2\pi)^3\). With \(k=\omega/c\) and \(d\Omega\) an element of solid angle,

\[
\frac{2\,d^3k}{(2\pi)^3}=\frac{\omega^2\,d\omega\,d\Omega}{4\pi^3c^3}.
\]

A mode at angle \(\vartheta\) to the surface normal holds the energy \(\omega n\), where \(n=1/(e^{\omega/\theta}-1)\), and carries it outward with normal velocity \(c\cos\vartheta\). Over the outward hemisphere,

\[
\int\cos\vartheta\,d\Omega=2\pi\int_0^{\pi/2}\cos\vartheta\sin\vartheta\,d\vartheta=\pi .
\]

The black-body flux is therefore

\[
J(\theta)=\int_0^\infty\frac{\omega^3}{4\pi^2c^2}\,\frac{d\omega}{e^{\omega/\theta}-1}
=\frac{\theta^4}{4\pi^2c^2}\int_0^\infty\frac{x^3\,dx}{e^x-1},
\qquad x=\frac{\omega}{\theta}.
\]

Expanding \(1/(e^x-1)=\sum_{m\ge1}e^{-mx}\) and using \(\int_0^\infty x^3e^{-mx}dx=6/m^4\) gives \(6\sum_m m^{-4}=6\pi^4/90=\pi^4/15\). Hence

\[
J(\theta)=\frac{\pi^2\theta^4}{60c^2}.
\]

This is \(\sigma T^4\) in atomic units. Write \(J_0=J(\theta_0)\) and \(t=\theta/\theta_0=T/T_0\), so that \(J(\theta)=t^4J_0\).

## 3. What the second law allows the engine

In steady operation the engine draws heat \(Q_h\) from the surroundings, delivers heat \(Q_c\) to the emitter and puts out work \(W\), all per unit time and emitter area. Its own energy and entropy do not change, so

\[
W=Q_h-Q_c,\qquad \frac{Q_c}{\theta}=\frac{Q_h}{\theta_0}+g,\qquad g\ge0,
\]

where \(g\) is the entropy created inside the engine and its thermal contacts. The second relation gives \(Q_h=\theta_0Q_c/\theta-\theta_0g\). Substitution in the first gives

\[
W=Q_c\left(\frac{\theta_0}{\theta}-1\right)-\theta_0g
\;\le\; Q_c\left(\frac{\theta_0}{\theta}-1\right).
\]

Equality holds for \(g=0\), the Carnot engine. At a finite heat flux this is a limit, since it requires contacts with negligible temperature drops. For surroundings at 300 K, a hot-side conductance of 10 W m⁻² K⁻¹ per emitter area moves the best emitter temperature to \(0.68\,T_0\) and lowers the power to 39.6 W/m²; at 100 W m⁻² K⁻¹ the values are \(0.74\,T_0\) and 47.2 W/m².

The emitter is also steady and delivers no work, so \(Q_c\) equals the power it radiates. Because its emissivity is at most one at every frequency, \(0\le Q_c\le J(\theta)\). If \(\theta\ge\theta_0\), the bracket is zero or negative and no positive work is possible. If \(\theta<\theta_0\), the bracket is positive, and replacing \(Q_c\) by its largest value gives

\[
\frac{W}{J_0}\le t^4\left(\frac1t-1\right)=t^3(1-t).
\]

A black surface is thus the best choice at each temperature. A selective surface with the same single temperature cannot improve on it when the sky is empty.

## 4. The maximum

For \(0<t<1\), write the product as four positive factors whose sum is fixed:

\[
t^3(1-t)=27\cdot\frac t3\cdot\frac t3\cdot\frac t3\cdot(1-t).
\]

The factors after 27 add up to 1, so their arithmetic mean is \(1/4\). Their geometric mean cannot exceed this, and their product is at most \((1/4)^4=1/256\). Therefore

\[
\boxed{\;W\le\frac{27}{256}\,J_0\;}
\]

Equality requires equal factors, \(t/3=1-t\), which means \(t=3/4\). The argument covers the whole interval, so no other maximum needs to be excluded.

At the optimum the reversible heat budget is

\[
Q_c=\left(\frac34\right)^4J_0=\frac{81}{256}J_0,\qquad
Q_h=\frac{Q_c}{t}=\frac{27}{64}J_0,\qquad
\frac{W}{Q_h}=1-t=\frac14 .
\]

Both ends of the range are visible in \(t^3(1-t)\). For a slightly cooled emitter, \(t=1-\epsilon\), the power is \(\epsilon J_0\) to leading order: the flux is nearly \(J_0\) and the efficiency is \(\epsilon\). For a very cold emitter the power tends to \(t^3J_0\): the efficiency approaches one, but there is little radiation to carry heat away.

The maximum is fairly flat. With \(t=3/4+\delta\), the second derivative \(6t-12t^2\) equals \(-9/4\) at the optimum, and the third derivative \(6-24t\) equals \(-12\). Hence

\[
t^3(1-t)=\frac{27}{256}-\frac98\delta^2-2\delta^3-\delta^4 .
\]

The cubic term makes the power fall faster on the warm side than on the cold side for equal small displacements.

## 5. Numbers for surroundings at 300 K

The thermal energy is \(\theta_0=0.025852\) eV and the black-body flux is \(J_0=28.667\) eV s⁻¹ Å⁻². The optimum is

\[
W_{\max}=\frac{27}{256}\times28.667=3.0235\ \text{eV s}^{-1}\text{Å}^{-2},
\]

or 48.4 W/m², with the emitter at \(0.75\times300=225\) K. The heat budget, in the same flux unit, is

\[
Q_h=\frac{27}{64}\times28.667=12.094,\qquad
Q_c=\frac{81}{256}\times28.667=9.0705 ,
\]

and the difference is again 3.0235.

At \(t=0.70\) the power is 2.9499 and at \(t=0.80\) it is 2.9355, which are 2.4% and 2.9% below the maximum. The asymmetry is that of the cubic term above. At \(t=0.90\) the power has dropped to 2.0898, a loss of 31%. An error of 15 K in the emitter temperature near the optimum is therefore mild, whereas running the emitter close to the surroundings temperature is costly. This rule holds for an empty sky only; under a warm sky the optimum moves close to \(T_0\), as Section 6 shows.

The optimum was also tested without the formula \(t^3(1-t)\). The emitted flux was integrated over photon frequencies, the Carnot work was found by integrating pressure over volume around an ideal-gas cycle, and the emitter temperature was searched numerically. The result was \(t=0.75000\) and \(W/J_0=0.1054688\), equal to \(27/256\) to the digits shown.

## 6. A background that is cold but not empty

Let the emitter be black and let the sky send back uniform black-body radiation at \(\theta_s=s\theta_0\), with \(s<1\). The net radiated power is \((t^4-s^4)J_0\), and a Carnot engine gives

\[
\frac{W}{J_0}=(t^4-s^4)\left(\frac1t-1\right)
=t^3(1-t)-s^4\left(\frac1t-1\right).
\]

For \(t<1\) the subtracted term is positive, so this background lowers the power at every working temperature. The bound remains valid.

The new optimum satisfies

\[
3t^2-4t^3+\frac{s^4}{t^2}=0 .
\]

Set \(t=3/4+\delta\). To first order in \(s^4\), the first two terms give \(-9\delta/4\), and the last is \(16s^4/9\). Thus

\[
\delta=\frac{16}{9}\cdot\frac49\,s^4=\frac{64}{81}s^4 .
\]

The emitter should run slightly warmer. Since \(t^3(1-t)\) is stationary at \(3/4\), this shift does not change the power at order \(s^4\). The change comes from the subtracted term at \(t=3/4\):

\[
\frac{W_{\max}}{J_0}=\frac{27}{256}-s^4\left(\frac43-1\right)+O(s^8)
=\frac{27}{256}-\frac{s^4}{3}+O(s^8).
\]

A test at \(s=0.20\), where \(s^4=0.0016\), gives an optimum at \(t=0.75126\) and a maximum of 0.104937. The leading formulas give 0.75126 and 0.104935. For a background at 3 K, \(s=0.01\), and the leading-order reduction is \(3.2\times10^{-8}\) of the maximum power. Treating space as having zero temperature is harmless here; neglecting a warm atmosphere would not be. For a black sky at 270 K, \(s=0.9\), the expansion in \(s^4\) no longer applies: the full expression has its maximum at \(t=0.951\) with only 3.8 W/m², and an emitter at \(t=3/4\) would absorb more than it emits.

## 7. Where work is lost, and the wider ceiling

The engine in Section 4 is reversible, yet the complete process is not. Emission into empty space creates entropy.

A mode with mean occupation \(n\) in thermal equilibrium has entropy

\[
s_m(n)=(1+n)\ln(1+n)-n\ln n,\qquad
\frac{ds_m}{dn}=\ln\frac{1+n}{n}=\frac{\omega}{\theta}.
\]

So \(ds_m=d(\omega n)/\theta\) for each mode. Entropy and energy leave with the same velocity, and the entropy flux \(S\) therefore obeys \(dS=dJ/\theta\). With \(J=a\theta^4\) and \(S=0\) at \(\theta=0\),

\[
S=\int_0^\theta\frac{4a\theta'^3}{\theta'}\,d\theta'=\frac43a\theta^3=\frac{4J}{3\theta}.
\]

The engine supplies the emitter with entropy \(J/\theta\). The remaining \(J/(3\theta)\) is created in emission. Relative to a reversible process sending out the same radiation, the lost work is

\[
\theta_0\frac{J}{3\theta}=\frac{t^3}{3}J_0=\frac{9}{64}J_0
\qquad\text{at } t=\frac34 .
\]

For 300 K this is 4.031 eV s⁻¹ Å⁻², more than the work obtained.

To find what the second law alone permits, drop the assumption about the emitter. Let outgoing radiation carry energy flux \(E\) and entropy flux \(S\), with nothing coming in. The surroundings supply heat \(W+E\), hence entropy \((W+E)/\theta_0\), which cannot exceed \(S\). This gives

\[
W\le\theta_0S-E .
\]

At given mean occupations, \(s_m(n)\) is the largest entropy the modes can have, so it suffices to maximize \(\theta_0s_m(n)-\omega n\) for each mode. Its derivative vanishes when \(\theta_0\ln[(1+n)/n]=\omega\), that is, at \(n=1/(e^{\omega/\theta_0}-1)\). The second derivative, \(-\theta_0/[n(1+n)]\), is negative for all \(n>0\), so this is the global maximum. The outgoing radiation is then that of a black body at \(\theta_0\), and

\[
W\le\theta_0\frac{4J_0}{3\theta_0}-J_0=\frac{J_0}{3}.
\]

At 300 K this ceiling is 9.556 eV s⁻¹ Å⁻², about 3.2 times the single-temperature bound. Reaching it would require the radiation to be sent out without entropy creation. The derivation identifies no device that does so. It does show that \(27J_0/256\) must not be called the second-law limit of outgoing radiation.

## 8. Several emitter temperatures

Emitters placed side by side, each using its own share of the area, do not beat the bound: each obeys it per unit area, and so does their average. The situation changes if lossless filters let emitters at different temperatures use different colours of the same aperture.

Let each frequency have its own black emitter and Carnot engine. With \(u=\omega/\theta_0\) and \(z=\omega/\theta\), we have \(\theta_0/\theta=z/u\). The spectral flux of Section 2, multiplied by \(z/u-1\) and divided by \(J_0=\pi^2\theta_0^4/(60c^2)\), gives

\[
\frac{W}{J_0}=\frac{15}{\pi^4}\int_0^\infty u^2\,\frac{z-u}{e^z-1}\,du .
\]

For each \(u\), choose \(z>u\) to maximize the integrand. Setting the derivative of its logarithm to zero gives

\[
\frac1{z-u}=\frac{e^z}{e^z-1}
\quad\Longrightarrow\quad z-u=1-e^{-z}.
\]

The function \(z-u-1+e^{-z}\) rises with \(z\), is negative at \(z=u\) and becomes positive at large \(z\). There is one root, and the integrand rises before it and falls after it. At the root,

\[
\frac{z-u}{e^z-1}=\frac{1-e^{-z}}{e^z-1}=e^{-z}\equiv y .
\]

Since \(z=-\ln y\), the condition becomes \(u=y-1-\ln y\), and \(du=-(1-y)\,dy/y\). As \(u\) runs from 0 to infinity, \(y\) runs from 1 to 0. Therefore

\[
\int_0^\infty u^2y\,du=\int_0^1(1-y)\,[-\ln y-(1-y)]^2dy .
\]

Expand the square and use \(\int_0^1y^k(-\ln y)\,dy=1/(k+1)^2\) and \(\int_0^1y^k(\ln y)^2dy=2/(k+1)^3\):

\[
\left(2-\frac14\right)-2\left(1-\frac24+\frac19\right)+\frac14
=\frac74-\frac{11}{9}+\frac14=\frac79 .
\]

The colour-separated maximum is

\[
\frac{W}{J_0}=\frac{15}{\pi^4}\cdot\frac79=\frac{35}{3\pi^4}=0.11977 .
\]

The numerical output also lists a series value. It follows from \(ye^{-y}=e^{-1-u}\), whose Lagrange inversion is \(y=\sum_{m\ge1}m^{m-1}e^{-m(1+u)}/m!\). Integrating with \(\int_0^\infty u^2e^{-mu}du=2/m^3\) gives

\[
\frac{W}{J_0}=\frac{30}{\pi^4}\sum_{m\ge1}\frac{m^{m-4}e^{-m}}{m!}.
\]

At 300 K the maximum is 3.4335 eV s⁻¹ Å⁻², which is 13.6% above the single-temperature bound.

Two emitters already suffice to pass that bound. Divide the spectrum at \(\omega=3\theta_0=0.0776\) eV. The low band works best at \(t=0.663\) and the high band at \(t=0.820\). Their powers add to

\[
1.9326+1.3329=3.2655\ \text{eV s}^{-1}\text{Å}^{-2},
\]

8.0% above 3.0235. Each band alone stays below the bound, as it must.

The order of the two temperatures follows from the single-colour optimum,

\[
t=\frac uz=1-\frac{1-e^{-z}}z .
\]

The last fraction falls as \(z\) grows, and \(z\) grows with \(u\), so higher frequencies favour warmer emitters. A single temperature is a compromise among these colours, and filters relax it.

## Computed results

```
Surroundings temperature T0 (input): 300 K
Thermal energy theta0: 0.025852 eV
Black-body flux J0 at T0: 28.6673 eV/(s angstrom^2)
Engine power at chosen emitter temperatures:
  T/T0 = 0.50: 1.7917 eV/(s angstrom^2)
  T/T0 = 0.60: 2.4769 eV/(s angstrom^2)
  T/T0 = 0.70: 2.9499 eV/(s angstrom^2)
  T/T0 = 0.75: 3.0235 eV/(s angstrom^2)
  T/T0 = 0.80: 2.9355 eV/(s angstrom^2)
  T/T0 = 0.90: 2.0898 eV/(s angstrom^2)
Best T/T0, numerical: 0.75000 (dimensionless)
Best emitter thermal energy: 0.019389 eV
Best emitter temperature: 225.00 K
Largest power/J0, numerical: 0.1054688 (dimensionless)
27/256: 0.1054688 (dimensionless)
Largest power: 3.0235 eV/(s angstrom^2)
Largest power: 48.44 W/m^2
Heat drawn at optimum: 12.0940 eV/(s angstrom^2)
Heat rejected at optimum: 9.0705 eV/(s angstrom^2)
Efficiency at optimum: 0.25000 (dimensionless)
Entropy flux times theta/J: 1.333333 (dimensionless)
Work lost in emission: 4.0313 eV/(s angstrom^2)
Test background Ts/T0: 0.20 (dimensionless)
  largest power/J0: 0.1049372 (dimensionless)
  best T/T0: 0.75126 (dimensionless)
Cold background (input): 3 K
  relative power reduction: 3.16e-08 (dimensionless)
Band division energy: 0.07756 eV
  low band, best T/T0: 0.6632 (dimensionless)
  low band power: 1.9326 eV/(s angstrom^2)
  high band, best T/T0: 0.8201 (dimensionless)
  high band power: 1.3329 eV/(s angstrom^2)
  two-band total: 3.2655 eV/(s angstrom^2)
All colours separate, power/J0: 0.119770 (dimensionless)
  same from the series: 0.119770 (dimensionless)
  power: 3.4335 eV/(s angstrom^2)
Second-law ceiling/J0: 0.333333 (dimensionless)
  power: 9.5558 eV/(s angstrom^2)
```
